# Superlattice energy at fixed displacement from layer and interface terms: verification in Python

```python
"""
Result under test: at fixed electric displacement D, the energy of a superlattice is
    U(D) = sum_s n_s u_s(D) + sum_interfaces w(D) + R,
with u_s the bulk energy per cell, w the excess energy of an isolated junction, both
independent of block thickness, and R exponentially small in the block thickness.
Model: cells of thickness C carry a soft polarization P; A, B, C are layer species.
  alpha, beta : Landau coefficients;  kappa : coupling of adjacent cells
  s, h        : interface change of alpha and interface bias field on adjoining cells
  INV         : 1/(eps0*eps_b), inverse background permittivity
Units: nm, MV/cm, uC/cm2; energy per area is then in mJ/m2.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

C = 0.4
EPS_B = 7.0
EPS0 = sc.epsilon_0 * 1e10            # (uC/cm2) per (MV/cm)
INV = 1 / (EPS0 * EPS_B)
ALPHA = {"A": -0.06, "B": 0.02, "C": -0.01}
BETA = {"A": 1.2e-5, "B": 4.0e-5, "C": 2.0e-5}
KAPPA = {"A": 0.12, "B": 0.10, "C": 0.11}
PAIR = {"AB": (0.08, 0.010, 0.2), "BC": (0.09, 0.005, 0.1), "CA": (0.10, -0.005, 0.1)}


def bond(left, right):
    """kappa, s, h of a bond; the bias h reverses with the interface orientation."""
    if left == right:
        return KAPPA[left], 0.0, 0.0
    if left + right in PAIR:
        return PAIR[left + right]
    k, s, h = PAIR[right + left]
    return k, s, -h


def model(seq, periodic=True):
    n = len(seq)
    a = np.array([ALPHA[x] for x in seq])
    b = np.array([BETA[x] for x in seq])
    h = np.zeros(n)
    lap = np.zeros((n, n))
    for i in range(n if periodic else n - 1):
        j = (i + 1) % n
        k, s, f = bond(seq[i], seq[j])
        lap[i, i] += k
        lap[j, j] += k
        lap[i, j] -= k
        lap[j, i] -= k
        for cell in (i, j):
            a[cell] += s
            h[cell] += f
    return a, b, h, lap


def energy(P, D, mod):
    a, b, h, lap = mod
    local = a * P**2 / 2 + b * P**4 / 4 - h * P + INV * (D - P)**2 / 2
    return C * (local.sum() + P @ lap @ P / 2)


def gradient(P, D, mod):
    a, b, h, lap = mod
    return C * (a * P + b * P**3 - h - INV * (D - P) + lap @ P)


def hessian(P, mod):
    a, b, h, lap = mod
    return C * (np.diag(a + 3 * b * P**2 + INV) + lap)


def relax(mod, D=None, start=None, free=slice(None)):
    """Newton minimization at fixed D; D=None means short circuit, D = mean(P)."""
    n = len(mod[0])
    short = D is None
    P = np.full(n, 60.0 if short else float(D)) if start is None else start.copy()
    for _ in range(100):
        d_now = P.mean() if short else D
        H = hessian(P, mod) - (C * INV / n if short else 0.0)
        step = np.linalg.solve(H[free, free], gradient(P, d_now, mod)[free])
        P[free] -= step
        if np.abs(step).max() < 1e-12:
            break
    d_now = P.mean() if short else D
    assert np.abs(gradient(P, d_now, mod)[free]).max() < 1e-10
    return P


@lru_cache(maxsize=None)
def bulk(species, D):
    mod = model(species)
    P = relax(mod, D)
    return P[0], energy(P, D, mod)


HALF = 12


def junction_profile(left, right, D):
    mod = model(left * HALF + right * HALF, periodic=False)
    start = np.repeat([bulk(left, D)[0], bulk(right, D)[0]], HALF)
    return relax(mod, D, start, slice(1, -1)), mod


@lru_cache(maxsize=None)
def interface(left, right, D):
    P, mod = junction_profile(left, right, D)
    return energy(P, D, mod) - HALF * (bulk(left, D)[1] + bulk(right, D)[1])


def assembled(blocks, D, with_interfaces=True):
    total = sum(n * bulk(s, D)[1] for s, n in blocks)
    if with_interfaces:
        for i, (s, _) in enumerate(blocks):
            total += interface(s, blocks[(i + 1) % len(blocks)][0], D)
    return total


def sequence(blocks):
    return "".join(s * n for s, n in blocks)


def full(blocks, D):
    mod = model(sequence(blocks))
    return energy(relax(mod, D), D, mod)


print(f"cell thickness {C} nm; background permittivity {EPS_B}")
print(f"1/(eps0 eps_b) = {INV:.4f} MV/cm per uC/cm2")
for s in "ABC":
    print(f"{s}: alpha {ALPHA[s]}, kappa {KAPPA[s]} MV/cm/(uC/cm2); "
          f"beta {BETA[s]:.1e} MV/cm/(uC/cm2)^3")
for p, (k, s, h) in PAIR.items():
    print(f"{p[0]}|{p[1]}: kappa {k}, s {s} MV/cm/(uC/cm2); h {h} MV/cm")

# Dipole planes: direct lattice sum (smooth window, continuum part removed)
# against the sum over nonzero in-plane reciprocal vectors; lattice constant = 1.
grid = np.arange(-80, 81)
X, Y = np.meshgrid(grid, grid)
R2 = (X**2 + Y**2).astype(float)
G = 2 * np.pi * np.sqrt(R2[R2 > 0])
for d in (1.0, 2.0):
    def windowed(r2):
        return (2 * d**2 - r2) / (r2 + d**2)**2.5 * np.exp(-(r2 / 900.0)**2)
    mean_part = sum(quad(lambda r: 2 * np.pi * r * windowed(r * r), lo, hi,
                         epsabs=1e-12, limit=200)[0]
                    for lo, hi in ((0, 2), (2, 10), (10, 40), (40, 90)))
    direct = (windowed(R2).sum() - mean_part) / (4 * np.pi)
    reciprocal = 0.5 * np.sum(G * np.exp(-G * d))
    assert abs(direct / reciprocal - 1) < 1e-3
    print(f"dipole-plane coupling, {d:.0f} cell apart: {direct:.3e} (units c P1 P2/eps0)")

# Convexity at fixed D, and the voltage relation
AB44 = (("A", 4), ("B", 4))
mod44 = model(sequence(AB44))
stiff_min = mod44[0].min() + INV
assert stiff_min > 0
print(f"least fixed-D cell stiffness: {stiff_min:.4f} MV/cm per uC/cm2")
D = 25.0
P44 = relax(mod44, D)
assert np.allclose(P44, relax(mod44, D, start=np.full(8, -30.0)), atol=1e-9)
slope = (full(AB44, D + 1e-3) - full(AB44, D - 1e-3)) / 2e-3
drop = C * np.sum(INV * (D - P44))
assert abs(slope - drop) < 1e-6
print(f"A4B4 at D=25 uC/cm2: integral of E over period {0.1 * drop:.4f} V")

# Exponential bound on the inverse Hessian
K = hessian(P44, mod44) / C
ev = np.linalg.eigvalsh(K)
rho = (ev[-1] - ev[0]) / (ev[-1] + ev[0])
idx = np.arange(8)
sep = np.abs(idx[:, None] - idx[None, :])
sep = np.minimum(sep, 8 - sep)
assert np.all(np.abs(np.linalg.inv(K)) <= rho**sep / ev[0] + 1e-14)
print(f"Hessian spectrum {ev[0]:.3f} to {ev[-1]:.3f} MV/cm/(uC/cm2); rho {rho:.3f}")

# Glued junction profiles: energy error is bounded by the residual force
cut = slice(HALF - 2, HALF + 2)
trial = np.concatenate([junction_profile("A", "B", D)[0][cut],
                        junction_profile("B", "A", D)[0][cut]])
mod_glue = model("AABBBBAA")
gap = energy(trial, D, mod_glue) - full(AB44, D)
bound = np.sum(gradient(trial, D, mod_glue)**2) / (2 * C * stiff_min)
assert -1e-11 < gap <= bound + 1e-11
print(f"glued trial: excess {gap:.2e}, bound {bound:.2e} mJ/m2")

# Ingredients and assembly at D = 25
for s in "AB":
    print(f"bulk {s} at D=25: P {bulk(s, D)[0]:.3f} uC/cm2, u {bulk(s, D)[1]:.4f} mJ/m2")
w_ab, w_ba = interface("A", "B", D), interface("B", "A", D)
to_mev = 1e-3 * (C * 1e-9)**2 / sc.e * 1e3
print(f"w(A|B) {w_ab:.4f}, w(B|A) {w_ba:.4f} mJ/m2")
print(f"sum of both: {w_ab + w_ba:.4f} mJ/m2 = {(w_ab + w_ba) * to_mev:.3f} meV per cell area")
print(f"A4B4: assembled {assembled(AB44, D):.6f}, full {full(AB44, D):.6f} mJ/m2")

# Decay of the remainder with the thickness of A
rest = {}
for n in range(1, 6):
    blocks = (("A", n), ("B", 10))
    rest[n] = full(blocks, D) - assembled(blocks, D)
    print(f"remainder, A{n}B10: {rest[n]:.3e} mJ/m2")
PA = bulk("A", D)[0]
curv = ALPHA["A"] + 3 * BETA["A"] * PA**2 + INV
inv_xi = np.arccosh(1 + curv / (2 * KAPPA["A"]))
ratio = rest[5] / rest[4]
assert abs(ratio / np.exp(-inv_xi) - 1) < 5e-3
print(f"decay per A cell: found {ratio:.5f}, exp(-1/xi) {np.exp(-inv_xi):.5f}")
print(f"decay length in A: {C / inv_xi:.3f} nm")

# Transfer to other compositions and displacements
thin = [(("A", 6), ("B", 3)), (("A", 3), ("B", 3), ("C", 4)),
        (("A", 3), ("C", 3), ("B", 5), ("A", 4), ("B", 3))]
thick = [(("A", 6), ("B", 7)), (("A", 7), ("B", 6), ("C", 6))]
D_SET = (-20.0, 0.0, 25.0, 40.0)
for label, group, tol in (("3", thin, 5e-3), ("6", thick, 1e-5)):
    err = max(abs(full(b, d) - assembled(b, d)) for b in group for d in D_SET)
    assert err < tol
    print(f"largest error, thinnest block {label} cells: {err:.2e} mJ/m2")

# Orientation: odd part is invisible in two-component superlattices
assert abs(interface("B", "A", D) - interface("A", "B", -D)) < 1e-9
assert abs(full(AB44, D) - full(AB44, -D)) < 1e-9
tri = thick[1]
odd_full = full(tri, D) - full(tri, -D)
odd_asm = assembled(tri, D) - assembled(tri, -D)
assert abs(odd_full) > 0.1 and abs(odd_full - odd_asm) < 1e-5
print(f"A7B6C6: U(25)-U(-25) full {odd_full:.5f}, assembled {odd_asm:.5f} mJ/m2")

# Short circuit: assembled curve minimized over D, against a direct solution
for na, nb in ((2, 2), (4, 4), (6, 3)):
    blocks = (("A", na), ("B", nb))
    opts = dict(bounds=(5, 60), method="bounded", options={"xatol": 1e-8})
    d_asm = minimize_scalar(lambda x: assembled(blocks, float(x)), **opts).x
    d_bare = minimize_scalar(lambda x: assembled(blocks, float(x), False), **opts).x
    d_full = relax(model(sequence(blocks))).mean()
    if min(na, nb) > 2:
        assert abs(d_asm - d_full) < 5e-3
    print(f"A{na}B{nb} short circuit D: full {d_full:.4f}, assembled {d_asm:.4f}, "
          f"no w {d_bare:.3f} uC/cm2")


# Additivity fails at zero voltage: the excess over bulk grows with thickness
def zero_voltage_energy(seq):
    mod = model(seq)
    P = relax(mod)
    return energy(P, P.mean(), mod)


excess = {n: zero_voltage_energy("A" * n + "B" * n)
          - n * (zero_voltage_energy("A") + zero_voltage_energy("B")) for n in (4, 8)}
assert excess[8] > 1.5 * excess[4]
print(f"zero-voltage excess: A4B4 {excess[4]:.2f}, A8B8 {excess[8]:.2f} mJ/m2")

# Response to a force on one cell: local at fixed D, not at short circuit
mod66 = model("A" * 6 + "B" * 6)
P66 = relax(mod66)
D66 = P66.mean()
unit = np.eye(12)[0]


def response(displacement):
    f = 0.01
    out = [relax((mod66[0], mod66[1], mod66[2] + sign * f * unit, mod66[3]),
                 displacement, start=P66) for sign in (1, -1)]
    return (out[0] - out[1]) / (2 * f)


green = np.linalg.inv(hessian(P66, mod66) / C)
sums = green.sum(axis=1)
nonlocal_part = sums * sums[0] / (12 / INV - sums.sum())
resp_D, resp_V = response(D66), response(None)
assert np.allclose(resp_D, green[0], rtol=1e-3, atol=1e-9)
assert np.allclose(resp_V, green[0] + nonlocal_part, rtol=1e-3)
assert abs(resp_V[6]) > 1e3 * abs(resp_D[6])
print(f"A6B6 response 6 cells away: fixed D {resp_D[6]:.2e}, "
      f"short circuit {resp_V[6]:.3f} (uC/cm2)/(MV/cm)")

# Neglected effects. Lateral modulation cos(qx) of P, rough in-plane permittivity 100.
EPS_X = 100.0


def lateral_curvature(seq, P, q):
    n = len(seq)
    x = q * np.sqrt(EPS_X / EPS_B) * C
    images = n * np.arange(-int(40 / (x * n)) - 2, int(40 / (x * n)) + 3)
    decay = 1 - np.exp(-x)
    kernel = np.zeros((n, n))
    for d in range(n):
        dist = np.abs(d + images)
        t = np.where(dist == 0, 1 - decay / x,
                     decay**2 / (2 * x) * np.exp(-x * (dist - 1.0)))
        for i in range(n):
            kernel[i, (i + d) % n] = t.sum()
    assert np.allclose(kernel.sum(axis=1), 1, atol=1e-9)
    grad_cost = np.diag([KAPPA[s] * C**2 * q**2 for s in seq])
    return np.linalg.eigvalsh(hessian(P, model(seq)) / C + grad_cost - INV * kernel)[0]


q_values = np.linspace(0.05, 3.0, 60)
seq44, seq16 = sequence(AB44), "A" * 16 + "B" * 16
P0 = relax(mod44)
D0 = P0.mean()
cases = {"A4B4 short circuit": (seq44, P0), "A4B4 at D=0": (seq44, relax(mod44, 0.0)),
         "A16B16 short circuit": (seq16, relax(model(seq16)))}
lowest = {}
for name, (seq, P) in cases.items():
    values = [lateral_curvature(seq, P, q) for q in q_values]
    lowest[name] = min(values)
    print(f"lateral curvature, {name}: {min(values):.4f} MV/cm/(uC/cm2) "
          f"at q={q_values[int(np.argmin(values))]:.2f}/nm")
assert lowest["A4B4 short circuit"] > 0 > lowest["A4B4 at D=0"]

E0 = INV * (D0 - P0)
E40 = INV * (40.0 - relax(mod44, 40.0))
print(f"A4B4 short circuit: mean field in A {E0[:4].mean():.3f}, in B {E0[4:].mean():.3f} MV/cm")
print(f"voltage across A block {0.1 * C * E0[:4].sum():.3f} V; rough gap {3.0} eV")
print(f"largest field at D=40: {np.abs(E40).max():.2f} MV/cm; rough breakdown {3.0} MV/cm")
film = 10 * 8 * C
wkb = 2 * film * 1e-9 * np.sqrt(2 * sc.m_e * 1.0 * sc.e) / sc.hbar
print(f"tunnelling exponent, {film:.0f} nm film, rough 1 eV barrier: {wkb:.0f}")
curie = 1.0e5
d_alpha = 50 / (sc.epsilon_0 * curie) * 1e-10
warm = relax((mod44[0] + d_alpha, *mod44[1:])).mean()
print(f"50 K warmer (rough Curie constant {curie:.0e} K): D {D0:.2f} -> {warm:.2f} uC/cm2")
print("no test failed")
```

It prints:

```
cell thickness 0.4 nm; background permittivity 7.0
1/(eps0 eps_b) = 1.6134 MV/cm per uC/cm2
A: alpha -0.06, kappa 0.12 MV/cm/(uC/cm2); beta 1.2e-05 MV/cm/(uC/cm2)^3
B: alpha 0.02, kappa 0.1 MV/cm/(uC/cm2); beta 4.0e-05 MV/cm/(uC/cm2)^3
C: alpha -0.01, kappa 0.11 MV/cm/(uC/cm2); beta 2.0e-05 MV/cm/(uC/cm2)^3
A|B: kappa 0.08, s 0.01 MV/cm/(uC/cm2); h 0.2 MV/cm
B|C: kappa 0.09, s 0.005 MV/cm/(uC/cm2); h 0.1 MV/cm
C|A: kappa 0.1, s -0.005 MV/cm/(uC/cm2); h 0.1 MV/cm
dipole-plane coupling, 1 cell apart: 2.606e-02 (units c P1 P2/eps0)
dipole-plane coupling, 2 cell apart: 4.416e-05 (units c P1 P2/eps0)
least fixed-D cell stiffness: 1.5534 MV/cm per uC/cm2
A4B4 at D=25 uC/cm2: integral of E over period -0.0047 V
Hessian spectrum 1.605 to 2.074 MV/cm/(uC/cm2); rho 0.127
glued trial: excess 9.20e-07, bound 1.05e-06 mJ/m2
bulk A at D=25: P 25.832 uC/cm2, u -7.2498 mJ/m2
bulk B at D=25: P 24.341 uC/cm2, u 3.9142 mJ/m2
w(A|B) -1.4627, w(B|A) 6.5185 mJ/m2
sum of both: 5.0558 mJ/m2 = 5.049 meV per cell area
A4B4: assembled -8.286490, full -8.286496 mJ/m2
remainder, A1B10: -2.420e-02 mJ/m2
remainder, A2B10: -1.566e-03 mJ/m2
remainder, A3B10: -1.037e-04 mJ/m2
remainder, A4B10: -6.875e-06 mJ/m2
remainder, A5B10: -4.559e-07 mJ/m2
decay per A cell: found 0.06632, exp(-1/xi) 0.06632
decay length in A: 0.147 nm
largest error, thinnest block 3 cells: 7.63e-05 mJ/m2
largest error, thinnest block 6 cells: 9.68e-08 mJ/m2
A7B6C6: U(25)-U(-25) full -15.98958, assembled -15.98958 mJ/m2
A2B2 short circuit D: full 21.0135, assembled 21.0086, no w 29.299 uC/cm2
A4B4 short circuit D: full 25.4855, assembled 25.4855, no w 29.299 uC/cm2
A6B3 short circuit D: full 38.7055, assembled 38.7055, no w 41.529 uC/cm2
zero-voltage excess: A4B4 111.70, A8B8 217.74 mJ/m2
A6B6 response 6 cells away: fixed D 3.99e-08, short circuit 2.307 (uC/cm2)/(MV/cm)
lateral curvature, A4B4 short circuit: 0.0317 MV/cm/(uC/cm2) at q=0.05/nm
lateral curvature, A4B4 at D=0: -0.0159 MV/cm/(uC/cm2) at q=0.05/nm
lateral curvature, A16B16 short circuit: 0.0090 MV/cm/(uC/cm2) at q=0.85/nm
A4B4 short circuit: mean field in A -1.171, in B 1.171 MV/cm
voltage across A block -0.187 V; rough gap 3.0 eV
largest field at D=40: 3.30 MV/cm; rough breakdown 3.0 MV/cm
tunnelling exponent, 32 nm film, rough 1 eV barrier: 328
50 K warmer (rough Curie constant 1e+05 K): D 25.49 -> 20.46 uC/cm2
no test failed
```
